\section*{Why lowering reactor pressure suppresses buoyant recirculation}

\section{A roll that a linear guess misjudges}

A vapour carried through a heated duct should travel from source to substrate once. If hot gas rises and cold gas sinks strongly enough, part of the stream turns back. Vapour is then held in a loop, and a change of precursor at the inlet is smeared out at the substrate: some of the new vapour arrives early on the fast branch of the loop, while the last of the old vapour leaves late. Suppose the pressure is cut to a tenth. Since the gas is ten times lighter, one might expect buoyancy to matter ten times less. At fixed temperatures, geometry and composition that estimate is wrong by another factor of ten: the number that measures buoyant convection falls a hundredfold. With the linear guess one would pump far lower than needed, or give up on a moderate vacuum that would have sufficed.

The number is the Rayleigh number,
\begin{equation}
\mathrm{Ra}=\frac{g\beta\,\Delta T\,H^3}{\nu\alpha},\qquad \nu=\frac{\mu}{\rho},\qquad \alpha=\frac{\kappa}{\rho c_p}.
\label{ra}
\end{equation}
Here $g$ is gravity, $\beta$ the thermal expansion coefficient, $\Delta T$ the imposed temperature difference, $H$ the height, $\mu$ the viscosity, $\kappa$ the thermal conductivity, $\rho$ the density and $c_p$ the specific heat per mass. SI units are used in the algebra.

\section{Where the two powers of pressure come from}

For an ideal gas of molar mass $M$, $\rho=pM/(RT)$. At fixed $p$ this gives $\beta=-\rho^{-1}\partial\rho/\partial T=1/T$, which does not contain $p$. In a dilute gas $c_p$ does not contain it either, because the energy belongs to separate molecules. The less obvious point is that $\mu$ and $\kappa$ do not depend on pressure.

Let the gas velocity be $u_x=sz$, with constant shear rate $s$. A molecule of mass $m$ and speed $c$, moving at angle $\vartheta$ to the $z$ axis, crosses $z=0$ after a free path $\lambda$. It last collided at $z=-\lambda\cos\vartheta$ and brings the momentum $-ms\lambda\cos\vartheta$ from there. With $n$ molecules per volume, the upward momentum flux is
\begin{equation}
n\left\langle c\cos\vartheta\,(-ms\lambda\cos\vartheta)\right\rangle=-\tfrac13 nm\lambda\langle c\rangle s,
\end{equation}
since $\cos^2\vartheta$ averages to $1/3$ over directions. By definition this flux is $-\mu s$, so $\mu=nm\lambda\langle c\rangle/3$. A molecule of diameter $d$ collides at the rate $n\pi d^2\langle c_{\rm rel}\rangle$. The relative velocity of two molecules has twice the variance of one velocity, so $\langle c_{\rm rel}\rangle=\sqrt2\langle c\rangle$ and $\lambda=1/(\sqrt2\,n\pi d^2)$. Therefore
\begin{equation}
\mu=\frac{m\langle c\rangle}{3\sqrt2\,\pi d^2}.
\end{equation}
The density has cancelled: a thinner gas has fewer carriers, but each carries its momentum farther. Replacing the carried momentum by thermal energy gives the same cancellation in $\kappa$. For nitrogen at 600 K with $d=0.37$ nm, this picture gives $1.72\times10^{-5}$ Pa s at both 760 and 50 Torr. The prefactor is crude, and the examples below use the rough value $3.0\times10^{-5}$ Pa s instead. What is needed here is the cancellation.

Inserting $\beta$, $\nu$ and $\alpha$ in (\ref{ra}) gives
\begin{equation}
\mathrm{Ra}=\frac{g\,\Delta T\,H^3c_p}{T\mu\kappa}\,\rho^2
=\frac{g\,\Delta T\,H^3c_pM^2}{R^2T^3\mu\kappa}\,p^2 .
\label{p2}
\end{equation}
The two factors of $\rho$ have different meanings. Balancing the buoyant force per volume, $g\rho\beta\Delta T$, against the viscous force, of size $\mu v/H^2$, gives a nominal speed $v=g\beta\Delta T H^2/\nu$, proportional to $p$. Heat diffuses across the height in a time $t_d=H^2/\alpha$, also proportional to $p$, because denser gas stores more heat while conducting no better. Their combination $vt_d/H$ is Ra. Lower pressure thus weakens the drive and also lets a displaced parcel lose its temperature difference sooner.

\section{The same law without a small temperature difference}

Reactor temperature differences are not small, so it matters that the pressure law does not rest on (\ref{ra}). Take slow flow, with speeds far below that of sound, and neglect viscous and compressional heating. The density then follows from the nearly uniform pressure $p$, and a small dynamic pressure $q$ drives the motion. With viscous stress $\boldsymbol\tau$, vapour mass fraction $Y$ and diffusivity $D$,
\begin{align}
\partial_t\rho+\nabla\cdot(\rho\mathbf u)&=0,\\
\rho(\partial_t+\mathbf u\cdot\nabla)\mathbf u&=-\nabla q+\nabla\cdot\boldsymbol\tau+\rho\mathbf g,\\
\rho c_p(\partial_t+\mathbf u\cdot\nabla)T&=\nabla\cdot(\kappa\nabla T),\\
\rho(\partial_t+\mathbf u\cdot\nabla)Y&=\nabla\cdot(\rho D\nabla Y).
\end{align}
Let $P=p/p_0$, with $p_0$ a reference pressure, and write
\begin{equation}
\rho=P\hat\rho,\quad \mathbf u=\hat{\mathbf u}/P,\quad t=P\hat t,\quad q=\hat q/P,\quad D=\hat D/P .
\end{equation}
The last relation holds because $D$ is of order $\lambda\langle c\rangle$. In the continuity equation both terms keep their form, since $\rho/t=\hat\rho/\hat t$ and $\rho\mathbf u=\hat\rho\hat{\mathbf u}$. In the energy and species equations the left sides carry $P\cdot P^{-1}=1$, and $\rho D=\hat\rho\hat D$. In the momentum equation inertia carries $P\cdot P^{-2}=P^{-1}$, the dynamic pressure and the stress carry $P^{-1}$, and the weight carries $P$. Multiplying by $P$ leaves
\begin{equation}
\hat\rho(\partial_{\hat t}+\hat{\mathbf u}\cdot\nabla)\hat{\mathbf u}=-\nabla\hat q+\nabla\cdot\hat{\boldsymbol\tau}+P^2\hat\rho\,\mathbf g .
\label{gravity}
\end{equation}
Pressure survives only beside gravity. Let the walls be steady, and either inert or able to take up vapour as fast as it diffuses to them. If the mass flux $\rho\mathbf u$, temperature and composition at the inlet are also fixed, the boundary data contain no $P$. A slow surface reaction with a rate proportional to the vapour density would bring the pressure back in. Running the reactor at a tenth of the pressure then gives the same mass-flux pattern as running it at the old pressure under a hundredth of gravity, with events ten times faster. Fixed mass flux is an essential condition, as the next model shows.

\section{A duct that can be solved}

Let gas flow along $x$ between plates at $z=\pm H/2$, whose temperature falls as $T_0-Gx$ with $G>0$. Assume that density changes matter only in the weight, $\rho=\rho_0[1-\beta(T-T_0)]$, and that the flow is steady and parallel, $u=u(z)$. Let $T=T_0-Gx+\theta(z)$. Inertia vanishes because $u$ does not change along $x$. With $\mathcal P$ the full pressure including the hydrostatic part, the force balances are $\partial_x\mathcal P=\mu u''$ and $\partial_z\mathcal P=-\rho g$. Differentiating the first by $z$ and the second by $x$ gives
\begin{equation}
\mu u'''=-g\,\partial_x\rho=g\rho_0\beta\,\partial_xT=-g\rho_0\beta G .
\end{equation}
Three integrations, with constants $A$, $B$ and $C$, yield
\begin{equation}
u=B+Az+\frac{C}{2\mu}z^2-\frac{g\beta G}{6\nu}z^3 .
\end{equation}
Both walls require $u=0$, so the even and odd parts vanish there separately. The even part gives $C/(2\mu)=-4B/H^2$, and the odd part gives $A=g\beta GH^2/(24\nu)$. Let $\zeta=z/H$ and $V=g\beta GH^3/\nu$. The even part is $B(1-4\zeta^2)$, whose mean over the height is $2B/3$. Calling the mean speed $U$, we have $B=3U/2$ and
\begin{equation}
u=(1-4\zeta^2)\left(\frac{3U}{2}+\frac{V\zeta}{24}\right).
\label{profile}
\end{equation}
Buoyancy helps the stream in the upper half and opposes it in the lower half. The first factor is positive between the plates, and the second is smallest at the floor, $\zeta=-1/2$. Gas therefore flows backwards along the floor if and only if $3U/2<V/48$, that is
\begin{equation}
\frac VU>72 .
\label{back}
\end{equation}

Since $V\propto1/\nu\propto p$, the outcome depends on what is held fixed. At fixed mass flow $U\propto1/p$, so $V/U\propto p^2$, as (\ref{gravity}) demands. At fixed mean velocity $V/U\propto p$, and one power is lost because the mass flow then falls with the pressure.

The Rayleigh number itself appears in the temperature. The energy equation is $-Gu=\alpha\theta''$. For the buoyant part of $u$, with $\theta=0$ at the plates, two integrations give
\begin{equation}
\theta=GH\,\mathrm{Ra}_G\left(\frac{7\zeta}{5760}-\frac{\zeta^3}{144}+\frac{\zeta^5}{120}\right),\qquad
\mathrm{Ra}_G=\frac{g\beta GH^4}{\nu\alpha}=\frac{VH}{\alpha}.
\end{equation}
The buoyant speed varies as $p$, but the distortion it causes in the temperature field varies as $p^2$.

Without through-flow, $U=0$, the speed is $V\zeta(1-4\zeta^2)/24$. Its derivative vanishes at $\zeta^2=1/12$, where the speed is $V/(72\sqrt3)$. This is never zero for $G>0$: a horizontal temperature gradient moves the gas at any pressure for which the model holds. Low pressure slows this circulation, and a through-flow can then remove the reversed stream.

\section{Heating from below: a threshold}

The second case has a floor hotter than the lid by $\Delta T$. Gas at rest is now a possible state, and the question is whether a small disturbance grows. Measure $z$ from the floor and let $T=T_{\rm floor}-\Delta T\,z/H+\theta$. With density changes again kept only in the weight, and products of disturbances dropped,
\begin{equation}
\partial_t\mathbf u=-\frac{\nabla q}{\rho_0}+\nu\nabla^2\mathbf u+g\beta\theta\,\mathbf e_z,\qquad
\partial_t\theta-\frac{\Delta T}{H}w=\alpha\nabla^2\theta ,
\end{equation}
where $w$ is the vertical velocity and $\nabla\cdot\mathbf u=0$. The divergence of the first equation gives $\nabla^2q/\rho_0=g\beta\,\partial_z\theta$. Taking the Laplacian of its vertical component and inserting this removes $q$:
\begin{equation}
\partial_t\nabla^2w=\nu\nabla^4w+g\beta(\nabla^2-\partial_z^2)\theta .
\end{equation}
For a pattern of horizontal wavenumber $a/H$, the last bracket is $-a^2/H^2$. At the border between growth and decay take $\partial_t=0$. This assumes that growth sets in without oscillation; the time-dependent equations, solved numerically for the example below, give the same border. With $\mathcal D=d/d(z/H)$,
\begin{equation}
(\mathcal D^2-a^2)^2w=\frac{g\beta H^2a^2}{\nu}\theta,\qquad
(\mathcal D^2-a^2)\theta=-\frac{\Delta T\,H}{\alpha}w .
\end{equation}
Applying $(\mathcal D^2-a^2)^2$ to the second equation and using the first gives
\begin{equation}
(\mathcal D^2-a^2)^3\theta=-a^2\,\mathrm{Ra}\,\theta .
\end{equation}
At both plates $\theta=w=\mathcal Dw=0$, the last condition following from no slip and $\nabla\cdot\mathbf u=0$. All material constants have merged into Ra. Numerical solution gives the lowest value $\mathrm{Ra}_c=1707.8$, at $a=3.116$. By (\ref{p2}) the threshold pressure is
\begin{equation}
p_c=p_0\sqrt{\mathrm{Ra}_c/\mathrm{Ra}(p_0)} .
\label{pc}
\end{equation}
A developed through-flow $U(z)$ does not move this threshold for rolls whose axes lie along the stream. Such rolls do not vary along $x$, so the stream carries nothing past them, and its shear enters only the equation for the $x$ velocity, which does not act back on $w$ or $\theta$.

\section{Numbers for a carrier-gas duct}

Take nitrogen in a duct 4 cm high and 10 cm wide at a mean temperature of 600 K, with rough values $\kappa=0.045$ W/(m K) and $c_p=1080$ J/(kg K). At 760 Torr, $\nu=0.527$ and $\alpha=0.732$ cm$^2$/s. For a floor at 750 K and a lid at 450 K, $\beta\Delta T=300/600=0.50$, and
\begin{equation}
\mathrm{Ra}=\frac{9.81\times0.50\times(0.04)^3}{(5.27\times10^{-5})(7.32\times10^{-5})}\approx8.13\times10^4 .
\end{equation}
At 50 Torr it is $8.13\times10^4\,(50/760)^2\approx352$. The diffusion time has dropped from 21.8 to 1.44 s and the nominal speed from 149 to 9.8 m/s, each by the factor 15.2. The nominal speeds are scales for comparison, not predicted gas speeds. Equation (\ref{pc}) gives
\begin{equation}
p_c=760\sqrt{1707.8/81280}\approx110\ \text{Torr}\approx1.47\times10^4\ \text{Pa}.
\end{equation}

Growth rates from the time-dependent equations agree. For the coupled vertical velocity and temperature at the critical wavenumber they are $+6.4$ and $+3.3$ s$^{-1}$ at 760 and 200 Torr, and $-8.6$ and $-66$ s$^{-1}$ at 50 and 10 Torr. In a test at $0.98\,p_c$, none of 40 wavenumbers between $0.5/H$ and $12/H$ grew; at $1.02\,p_c$ at least one did. Between 50 and 10 Torr the faster clock in (\ref{gravity}) accounts for a factor of five in the decay rate. The rest comes from the loss of buoyancy, which at 50 Torr still delays the decay.

Now let both plates cool by 10 K/cm along the duct, with 500 sccm flowing (standard cm$^3$ per minute, at 0 $^\circ$C and 1 atm). At 760 Torr,
\begin{equation}
V=\frac{9.81\times1000\times(0.04)^3}{600\times5.27\times10^{-5}}\approx19.8\ \text{m/s},\qquad
U=\frac{500}{60}\,\frac{600}{273.15}\,\frac1{40}\approx0.458\ \text{cm/s}.
\end{equation}
Their ratio is about 4335, far above 72. At fixed mass flow, and where the gas is at 600 K, the backflow ends below
\begin{equation}
p_b=760\sqrt{72/4335}\approx98\ \text{Torr}.
\end{equation}
At 50 Torr the ratio is 18.8 and, in this model of wide plates without slip, all gas moves forward. If instead the mean velocity is held at 10 cm/s, the linear law gives $760\times72\times0.10/19.8\approx276$ Torr. With no through-flow the peak buoyant speed is 1.05 cm/s at 50 Torr and 0.21 cm/s at 10 Torr: slower in proportion to $p$, but not zero. Whether the parallel profile remains stable well above $p_b$, as at 276 or 760 Torr, was not examined.

\section{What a real reactor changes}

These settings lie in the rough range of Bi$_2$Te$_3$ vapour transport in a nitrogen stream, with a source near 750 K. In this example, with the properties in Ra taken at the mean temperature, the large temperature difference matters little for the threshold. Letting density follow the ideal-gas law locally, and $\mu$ and $\kappa$ vary as $T^{0.7}$, moves the steady onset from 110.2 to 109.7 Torr. This shift is no larger than the uncertainty in how the properties vary: with exponents 0.67 for $\mu$ and 0.76 for $\kappa$, and $c_p$ rising by about 6\% from lid to floor, the onset is at 110.1 Torr. These are onsets for small disturbances; cells of finite strength below them were not examined. Uncertain inputs matter more: since $p_c\propto\sqrt{\mu\kappa}$, raising both properties by 10\% raises $p_c$ by 10\%. Real furnaces also lack a uniform gradient. Because $p_b\propto G^{-1/2}$ at fixed mass flow, a stretch with 20 K/cm would lower the estimate from 98 to about 69 Torr. The local temperature matters as well. At fixed pressure and mass flow, $\rho\propto1/T$, $U\propto T$ and $\mu\propto T^{0.7}$ give $V/U\propto T^{-3.7}$, so $p_b\propto T^{1.85}$. The estimate is then about 148 Torr where the gas is at 750 K, but only 58 Torr where it has cooled to 450 K. The cool end therefore decides how far one must pump to remove the backflow everywhere. Side walls, neglected here, are a further departure in a duct only 2.5 times wider than high. Near the lower corners they slow the forced stream more than the buoyant one, so weak backflow can persist there more than 10 Torr below $p_b$. At fixed total flow they also make the forced stream faster at mid-width, where the backflow at 600 K already ends near 110 Torr. Side walls also hinder the rolls heated from below. For rolls along this duct they raise the onset from 110 to about 118 Torr if they are insulating, and to about 124 Torr if they hold the linear temperature profile between floor and lid. Rolls whose axes lie across the duct are hindered much less and appear first: near 112 Torr without through-flow and near 113 Torr with the slow 500 sccm stream, for either kind of side wall. These set the threshold of this duct. With cooling along the duct, side walls also spoil the strictly parallel flow. The stream is warmer than the walls, unevenly across the width, and this drives a cross-flow that has no threshold. At 600 K its peak speed is 9 to 16\% of $U$ at 110 Torr and 2 to 3\% at 50 Torr, for insulating and for wall-temperature sides, while the mid-width backflow pressure moves by less than 1 Torr. The two pressures are therefore estimates, not exact operating limits.

Fixed composition also needs care. The source temperature sets the partial pressure $p_v$ of the vapour, so its mole fraction $p_v/p$ rises as the reactor is pumped down. The relative density change due to vapour of molar mass $M_v$ is $(p_v/p)(M_v/M-1)$. This varies as $1/p$, so its part of the gravity term in (\ref{gravity}) falls only as $p$, while the thermal part falls as $p^2$. For BiTe molecules, with $M_v=336.6$ g/mol and an assumed $p_v=0.01$ Torr, it is $2.2\times10^{-3}$ at 50 Torr, against 0.50 from temperature. For a volatile, heavy precursor it need not be small.

At very low pressure the continuum description itself fails. For hard spheres a fuller kinetic theory replaces the factor $1/3$ in $\mu=nm\lambda\langle c\rangle/3$ by about $1/2$, so the free path can be estimated from the viscosity as $\lambda=2\mu/(\rho\langle c\rangle)$. With the viscosity adopted above it is 12 $\mu$m at 10 Torr, or $3\times10^{-4}$ of the height, and reaches 1\% of the height at 0.30 Torr. Near that pressure ordinary velocity slip at the walls begins to alter the flow. A temperature gradient along the walls can matter sooner. It drives thermal creep, a slip towards the hotter end with a speed of about $\nu G/T$, which grows as $1/p$. At 10 K/cm this is roughly 0.1 cm/s at 50 Torr and 0.7 cm/s at 10 Torr. Without through-flow, creep therefore outruns the buoyant circulation at 10 Torr. Beside the 500 sccm stream it is only about 2\% of the mean speed at either pressure. It runs against that stream, but where the gas is at 600 K it reverses only thin layers at the walls, together less than 1\% of the height. Both thresholds lie more than two decades above 0.30 Torr, so with this through-flow the buoyant backflow and the rolls heated from below can be removed, and the remaining cross-flow made weak, while the gas is still an ordinary viscous fluid. The main computed values are listed in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
floor, lid, mean temperature: 750, 450, 600 K
duct height, width: 4.0, 10.0 cm
N2 molar mass: 28.014 g/mol
N2 viscosity (rough input): 3.00e-05 Pa s
N2 conductivity (rough input): 0.045 W/(m K)
N2 specific heat (rough input): 1080 J/(kg K)
property exponent in T (input): 0.7
molecular diameter (input): 0.37 nm
free-flight viscosity, 760 Torr: 1.717e-05 Pa s
free-flight viscosity, 50 Torr: 1.717e-05 Pa s
760 Torr: density 0.5690 kg/m3
760 Torr: nu 0.527 cm2/s, alpha 0.732 cm2/s
760 Torr: heat diffusion time H^2/alpha 21.849 s
760 Torr: nominal speed g beta dT H^2/nu 148.80 m/s
50 Torr: density 0.0374 kg/m3
50 Torr: nu 8.014 cm2/s, alpha 11.131 cm2/s
50 Torr: heat diffusion time H^2/alpha 1.437 s
50 Torr: nominal speed g beta dT H^2/nu 9.79 m/s
A: Rayleigh number; growth rate at critical wavenumber
  760 Torr: Ra 8.128e+04; 6.395 1/s
  200 Torr: Ra 5629; 3.294 1/s
  50 Torr: Ra 351.8; -8.555 1/s
  10 Torr: Ra 14.07; -66.270 1/s
A: critical Rayleigh number: 1707.8
A: critical wavenumber times H: 3.116
A: threshold pressure, formula: 110.16 Torr
A: threshold pressure, growth rate: 110.16 Torr
A: threshold in pascal: 14687 Pa
A: threshold, properties varying with T: 109.7 Torr
B: axial cooling: 10.0 K/cm
B: mass flow: 500 sccm (0 C, 1 atm)
B: mean velocity at 760 Torr: 0.458 cm/s
B: mean velocity at 50 Torr: 6.96 cm/s
B: V/U at 760 Torr: 4335.4
B: V/U at 50 Torr: 18.76
B: backflow pressure, formula: 97.94 Torr
B: backflow pressure, flow solution: 97.94 Torr
B: fixed mean velocity (input): 10 cm/s
B: backflow pressure at that velocity: 275.8 Torr
B: peak buoyant speed without through-flow, 50 Torr: 1.047 cm/s
B: peak buoyant speed without through-flow, 10 Torr: 0.209 cm/s
mean free path at 10 Torr: 11.9 um
free path / height at 10 Torr: 3.0e-04
pressure where free path is 1% of height: 0.30 Torr
BiTe molar mass: 336.6 g/mol
assumed vapour partial pressure: 0.01 Torr
vapour density change at 50 Torr: 2.2e-03
thermal density change dT/T: 0.50
compressional temperature change over H: 0.36 mK
\end{verbatim}
